\section*{Why Negative Depths in an Infinite-Medium Range Profile Underestimate Ion Reflection}

\section{The decision: which ions to subtract from the dose}

A range calculation for a shallow implant can treat the target as if it filled all space. The ion starts at depth $x=0$, moves towards positive $x$, and may stop on either side of the starting plane. Before the profile can be used as a doping profile, the reflected ions must be removed. One choice is to delete the part at $x<0$ and call its area the reflected fraction. The other is to remove every ion that has ever crossed $x=0$ outwards, wherever it later stopped. The two choices give different retained doses, and in the 1 keV example below the difference lies close to the surface.

The case for the first choice is reasonable. An ion that stops at $x<0$ must have left the region $x>0$, so in a real target without a surface barrier it would have been reflected. The infinite-medium profile is also convenient, because its transport problem has no boundary. What fails is the converse: a reflected ion need not belong to the negative-depth part. In the infinite medium it can scatter from fictitious atoms outside the surface, return, and stop at $x>0$. In the real target those atoms are absent and the ion is gone.

\section{What the negative part measures}

Let $E$ be the ion energy and $\mu>0$ the cosine of its direction to the inward normal. Define
\begin{align}
P(E,\mu)&=\text{probability of stopping at }x<0\text{ in the infinite medium},\\
R(E,\mu)&=\text{probability of leaving a medium that fills only }x>0 .
\end{align}
The medium is homogeneous and isotropic, the dose does not alter it, and for now the surface has no binding barrier. Flights between collisions are straight, with exponentially distributed lengths. Atoms beyond the surface do not act on an ion still inside.

Follow the same ion in both media. Until its first outward crossing it meets the same collision law, so the two paths can be taken as identical. In the half-space the ion leaves at that crossing; in the infinite medium it continues. Hence $R$ is the probability that the infinite-medium path crosses the plane at least once.

Let $p_k$ be the probability of exactly $k$ crossings. The ion begins on the positive side and each crossing changes the side, so it stops at $x<0$ when $k$ is odd. Therefore
\begin{align}
R&=p_1+p_2+p_3+p_4+\cdots,\\
P&=p_1+p_3+p_5+\cdots,\\
R-P&=p_2+p_4+p_6+\cdots\ \ge 0. \label{parity}
\end{align}
The negative-depth part is a lower bound on reflection. The bound is strict whenever an ion has a non-zero chance of crossing out and coming back to stop inside.

\section{How much is missing}

Let $J(E',\mu')\,dE'\,d\mu'$ be the probability that the ion escapes from the half-space with energy near $E'$ and outward cosine near $\mu'>0$. Its integral is $R$.

Now restore the medium outside. The crossing usually interrupts a flight, but an exponential flight has no memory. With mean length $\lambda$,
\begin{equation}
\mathrm{Prob}(s>s_0+t\,|\,s>s_0)
=\frac{e^{-(s_0+t)/\lambda}}{e^{-s_0/\lambda}}=e^{-t/\lambda}.
\end{equation}
The future therefore depends on $E'$ and $\mu'$ alone. Reflect the coordinate, $x\to-x$. The escaping ion becomes a new ion entering a medium with cosine $\mu'$, and a final stop on the original positive side becomes a stop at negative depth. Here an ion is said to return only if it finally stops on that side. The return probability is thus $P(E',\mu')$, the same function as before. An escaping ion contributes to the negative part if it does not return:
\begin{equation}
P(E,\mu)=\int J(E',\mu')\,[1-P(E',\mu')]\,dE'\,d\mu'.
\end{equation}
Define the mean return probability of the escaping ions,
\begin{equation}
q=\frac{1}{R}\int J(E',\mu')\,P(E',\mu')\,dE'\,d\mu' .
\end{equation}
The first term of the integral for $P$ is $R$ and the second is $qR$, so
\begin{equation}
P=R(1-q),\qquad R=\frac{P}{1-q}. \label{renewal}
\end{equation}
The share of reflected ions missing from the negative part is $(R-P)/R=q$. It is small if escaping ions have little chance of being scattered back.

If no escaping state has a return probability above $1/2$, then $q\le1/2$ and $P\le R\le2P$. This holds, for example, if every collision sends the ion out isotropically in the laboratory frame, with an energy that does not depend on the new direction. After the crossing the ion first moves farther out. From its next collision onwards, displacements in $+x$ and $-x$ are equally likely, so it ends on the original side with probability at most $1/2$. For a general scattering law the factor of two is not guaranteed.

\section{A case that can be solved by hand}

Replace the ion by a walker that makes $n$ independent Gaussian depth steps of unit variance. The first step $X_1$ is required to be inward, and crossings are judged at the ends of steps. Let $S_k$ be the depth after $k$ steps.

Without the condition on $X_1$, two jointly Gaussian variables of zero mean and correlation $\rho$ can be drawn, after scaling, as $U$ and $\rho U+\sqrt{1-\rho^2}\,V$, with $U,V$ independent and of unit variance. The point $(U,V)$ has a uniformly distributed polar angle $\varphi$. With $\rho=\cos\alpha$, the second variable is proportional to $\cos(\varphi-\alpha)$. It is negative while $U>0$ for $-\pi/2<\varphi<\alpha-\pi/2$, a wedge of angle $\alpha$. Hence
\begin{equation}
\mathrm{Prob}(+,-)=\frac{\arccos\rho}{2\pi}. \label{wedge}
\end{equation}
The covariance of $X_1$ and $S_n$ is 1 and the variance of $S_n$ is $n$, so $\rho=1/\sqrt n$. Dividing by $\mathrm{Prob}(X_1>0)=1/2$ gives
\begin{equation}
P_n=\frac{1}{\pi}\arccos\frac{1}{\sqrt n}.
\end{equation}

For $n=2$ the walker can cross only on its last step and cannot return, so $R_2=P_2=1/4$. For $n=3$ a return is possible. Let $p$ be the probability that $S_1,S_2,S_3$ are all positive; by symmetry it is also the probability that all are negative. Inclusion and exclusion for ``at least one is negative'' gives
\begin{equation}
1-p=\frac32-\Sigma+p,\qquad\text{so}\qquad 2p=\Sigma-\frac12,
\end{equation}
where $\Sigma$ is the sum over the three pairs of the probability that both members are negative. For one pair this is $1/2-\arccos\rho_{ij}/(2\pi)$, by \eqref{wedge}. For $i<j$, the covariance of $S_i$ and $S_j$ is $i$, so $\rho_{ij}=i/\sqrt{ij}=\sqrt{i/j}$. The angles are
\begin{equation}
\arccos\sqrt{\tfrac12}=\frac{\pi}{4},\qquad
\arccos\sqrt{\tfrac13}+\arccos\sqrt{\tfrac23}=\frac{\pi}{2}.
\end{equation}
The second relation holds because the squared cosines add to 1. Thus
\begin{equation}
\Sigma=\frac32-\frac{1}{2\pi}\,\frac{3\pi}{4}=\frac98,\qquad p=\frac{5}{16}.
\end{equation}
Given an inward first step, the survival probability is $p/(1/2)=5/8$, so $R_3=3/8=0.375$. The negative part is $P_3=0.304$. One opportunity to return is enough to separate them.

After a crossing the remaining steps are symmetric, so $R_n\le2P_n$. A numerical propagation of the walker's density gives $P=0.468$ and $R=0.887$ at $n=100$, a ratio of 1.895. The negative part cannot exceed one half in this model, even when most walkers have left.

\section{Boron at 1 keV in amorphous silicon}

The ion example is a binary-collision Monte Carlo calculation for boron at normal incidence. It uses the ZBL universal potential, Lindhard--Scharff electronic stopping and a random gas of silicon atoms at $50\ \mathrm{nm^{-3}}$. The mean flight is 0.271 nm, the largest impact parameter is 0.153 nm, and an ion is stopped when its energy reaches 5 eV. Separate runs of 60\,000 ions in the two media give
\begin{equation}
P=0.0792\pm0.0011,\qquad R=0.0980\pm0.0012,
\end{equation}
where the uncertainties are statistical standard errors. The ratio is $R/P=1.24$, and the negative part misses 19\% of the reflected ions.

The crossing counts show where they went. In the infinite-medium run, $p_1=0.0748$, $p_2=0.0179$, $p_3=0.0042$, and four or more crossings have probability 0.0013. Their sum, 0.0982, agrees with the half-space value of $R$. The ions that crossed and still stopped inside amount to 0.0190, mostly from $p_2$, as \eqref{parity} requires.

Relation \eqref{renewal} was tested by starting the escaped ions afresh as ions entering a medium. They leave with a mean energy of 181 eV, enough to travel and scatter further, and their mean return probability is $q=0.197$. Then
\begin{equation}
R(1-q)=0.0980\times0.803=0.0787,
\end{equation}
in agreement with the directly computed $P$ within the statistical error.

For a dose of $10^{15}\ \mathrm{cm^{-2}}$, the reflected dose is $9.8\times10^{13}\ \mathrm{cm^{-2}}$, whereas the negative part suggests $7.9\times10^{13}\ \mathrm{cm^{-2}}$. Without a surface barrier, the retained dose is overestimated by $1.9\times10^{13}\ \mathrm{cm^{-2}}$, about 2\% of its value. This surplus is not spread evenly: the returned ions have a mean depth of about 0.8 nm, against 6.7 nm for the ions retained in the half-space. A small error in total dose is therefore a concentrated error near the surface.

Tilt makes the total matter more. At $75^\circ$ incidence, with energy and target model unchanged, $P=0.353$ and $R=0.473$, each with a standard error of about 0.004. Deleting only the negative part would then give a retained fraction of about 0.65 instead of 0.53, an overestimate of more than 20\%. With the 4.7 eV surface barrier considered below, the overestimate is about 18\%.

\section{Where a real surface changes the answer}

The energy and dose are rough values for a shallow p-type source/drain extension in pre-amorphised silicon. The model omits crystal channelling, so the amorphous layer must be deeper than the implant tail; 99\% of the retained ions stop within 17.7 nm. It also omits a native oxide, whose effect has not been computed. Such an oxide is typically about 1 nm thick, comparable with the depth of the surplus, so on an oxidised wafer much of the surplus would lie in the oxide and the near-surface numbers apply only to bare silicon. Changes of the target during the implant are modest here: the peak boron content is 1.8\% per silicon atom, and a rough sputter yield of 0.5 removes 0.10 nm. Increasing electronic stopping by half lowers $R$ to about 0.092 and $R/P$ slightly, to about 1.22. Halving the total collision cross-section by leaving out the most distant collisions raises $R$ to about 0.105 and leaves $R/P$ unchanged within a statistical error of about 0.02; doubling it changes neither within that run's error. These shifts of $R$, about 0.006--0.007, are larger than the statistical error quoted above, so the ratio is better determined than $R$ itself. The cut-off energy matters more: raising it to 20 eV lowers $R/P$ to 1.18, and lowering it to 1 eV raises $R/P$ to about 1.27, with about 21\% of the reflected ions missing instead of 19\%. The size of the correction therefore depends partly on how the slowest ions are treated.

A binding barrier needs separate care because it breaks the first step of the proof. A planar barrier $U$ slows only the normal motion, whose energy is $E'\mu'^2$. An ion with $E'\mu'^2<U$ is turned back into the solid, although its infinite-medium path would have crossed. Reflection is then no longer the same event as a first crossing, and $P\le R$ is no longer assured.

For the 1 keV implant, a rough barrier of 4.7 eV, including the energy gained on entry, reduces $R$ to $0.0921\pm0.0014$. This is still above $P$, but the surplus dose falls from $1.9\times10^{13}$ to about $1.3$--$1.5\times10^{13}\ \mathrm{cm^{-2}}$. In the same model, with the 5 eV cut-off, $P$ and $R$ are about equal at 200 eV, and at 100 eV the order has reversed, with $P\approx0.11$ and $R\approx0.09$. At 20 eV the reversal is stronger: the infinite medium gives $P\approx0.05$, but reflection through the same barrier is only about 0.01. Binary collisions are a crude description at that energy, so these two values illustrate the failure of the bound and are not predictions for silicon. The low-energy values of $P$ also depend on the cut-off. Lowering it to 1 eV raises $P$ to about 0.115 at 200 eV, already above $R\approx0.105$, to about 0.13 at 100 eV and to about 0.15 at 20 eV, while $R$ at 100 and 20 eV hardly changes. The energy at which the order reverses is therefore not sharply fixed.

The remedy in a trajectory calculation is to end each history when the ion actually leaves, with the barrier condition applied there. If only an infinite-medium profile is available, its negative area should be reported as a lower bound on reflection, and only where the barrier is unimportant. The profile alone does not contain $q$, because it does not record which of the ions stopped at positive depth had been outside.

\section*{Computed results}
\begin{verbatim}
Gaussian steps n=3: P = 0.3041, R = 0.3749
Gaussian steps n=10: P = 0.3976, R = 0.6476
Gaussian steps n=100: P = 0.4681, R = 0.8873
Gaussian steps n=100: R/P = 1.895
ion energy = 1000 eV, dose = 1.0e+15 cm^-2
masses B, Si = 11.009, 28.085 u; density = 50 nm^-3
screening length = 0.01427 nm
mean flight = 0.2714 nm, largest impact parameter = 0.1531 nm
electronic stopping at start = 20.55 eV/nm
ions per main run = 60000, cut-off energy = 5 eV
infinite medium: P = 0.0792 +- 0.0011
half-space: R = 0.0980 +- 0.0012
infinite medium, at least one crossing = 0.0982
exactly 1 crossing = 0.0748
exactly 2 crossings = 0.0179
exactly 3 crossings = 0.0042
4 or more crossings = 0.0013
crossed but stopped at x>0 = 0.0190 +- 0.0006
mean return probability q of escaped ions = 0.1968
R(1-q) = 0.0787 +- 0.0011
R/P from the two separate runs = 1.237
share of reflected ions missed by P = 19.2 %
reflected dose from R = 9.797e+13 cm^-2
reflected dose if P were used = 7.918e+13 cm^-2
mean energy of escaping ions = 181 eV
mean outward cosine of escaping ions = 0.667
infinite-medium mean depth = 5.90 nm, straggle = 4.44 nm
half-space retained mean depth = 6.67 nm
mean depth of returned ions = 0.79 nm
99th percentile of retained depth = 17.7 nm
barrier U = 4.7 eV (rough): R = 0.0921 +- 0.0014
escaping ions with normal energy below U = 5.4 %
20 eV ions, no barrier: P = 0.0495, R = 0.0505
20 eV ions, barrier 4.7 eV: R = 0.0097
electronic stopping x1.5: P = 0.0749, R = 0.0915, R/P = 1.223
cut-off 20 eV: P = 0.0796, R = 0.0942, R/P = 1.183
collision cross-section x0.5: P = 0.0858, R = 0.1059, R/P = 1.235
incidence 75 deg: P = 0.3525, R = 0.4732, R/P = 1.343
standard error of R in a variant near R=0.10: 0.0024
peak boron per silicon atom = 1.8 %
sputter recession at rough yield 0.5 = 0.10 nm
\end{verbatim}
